# Finite-step error of the parabolic mass in a massive Dirac band

## Problem

Close to its edge, an isotropic conduction band of a two-dimensional channel material can be summarized by one number, the effective mass at the band edge. A band-structure calculation gives energies at separate wave vectors, and the simplest way to a mass is to take the energy at the edge and at one nearby point and pass a parabola through them, with its vertex at the edge. This sheet asks how far that mass is from the true edge mass when the band is a massive Dirac band.

Near the edge the two bands are described by

$$
H=\begin{pmatrix} D & v(k_x-ik_y)\\ v(k_x+ik_y) & -D\end{pmatrix},\qquad D=\frac{E_g}{2},
$$

with gap $E_g=1.6$ eV and velocity parameter $v=3.5$ eV Å. The factor $\hbar$ is contained in $v$, so $vk$ is an energy. The wave vector is measured from the band edge, $k$ is its length, and the zero of energy is at mid-gap.

The **edge mass** $m_0$ is defined by the curvature at the edge, and the **parabolic estimate** $m_{\rm par}$ by a single energy difference:

$$
\frac{1}{m_0}=\frac{1}{\hbar^2}\left.\frac{d^2E}{dk^2}\right|_{k=0},\qquad
m_{\rm par}(k)=\frac{\hbar^2k^2}{2T},\qquad T=E(k)-D .
$$

(a) Find the conduction band $E(k)$ and the edge mass.

(b) Find the relative excess $m_{\rm par}/m_0-1$ without expanding in $k$.

(c) Show that at $k=0.05$ Å$^{-1}$ the estimate is too large by about 1.2 percent.

(d) How accurate must the energy difference be for this excess to matter, and does the excess tell us how accurate the mass of a real material is?

## Hints

1. The matrix has zero trace, so its two eigenvalues are $\pm E$. The determinant gives $E^2$.
2. For the edge mass, differentiate $E^2$ rather than the square root.
3. In part (b), $E^2-D^2$ is a difference of squares, and one of its factors is $T$.
4. For part (d), compare the energy of the edge parabola with that of the band at the same $k$.

## Full solution

### (a) Band and edge mass

The eigenvalue condition is

$$
(D-E)(-D-E)-v^2(k_x-ik_y)(k_x+ik_y)=0 .
$$

The first product is $E^2-D^2$ and the second is $v^2k^2$, so

$$
E^2=D^2+v^2k^2,\qquad E(k)=\sqrt{D^2+v^2k^2}
$$

for the conduction band. The energy depends on the length of the wave vector alone: this model band is isotropic.

Differentiating $E^2=D^2+v^2k^2$ once gives $2EE'=2v^2k$, hence $E'=v^2k/E$. Differentiating again,

$$
E''=\frac{v^2}{E}-\frac{v^2k}{E^2}E'
=\frac{v^2}{E}-\frac{v^4k^2}{E^3}
=\frac{v^2(E^2-v^2k^2)}{E^3}
=\frac{v^2D^2}{E^3}.
$$

At the edge $E=D$, so $E''(0)=v^2/D$ and

$$
m_0=\frac{\hbar^2D}{v^2}.
$$

At fixed $v$, a larger gap means a heavier electron. The curvature comes from the coupling of the two bands, and that coupling is less effective when they are further apart.

With $\hbar^2/m_e=7.6200$ eV Å$^2$, where $m_e$ is the free-electron mass,

$$
\frac{m_0}{m_e}=\frac{7.6200\times0.8}{3.5^2}=0.4976 .
$$

### (b) The excess in closed form

Write $E=D+T$ and factor the dispersion relation:

$$
v^2k^2=E^2-D^2=(E-D)(E+D)=T(T+2D).
$$

Now divide the parabolic estimate by the edge mass:

$$
\frac{m_{\rm par}}{m_0}
=\frac{\hbar^2k^2}{2T}\,\frac{v^2}{\hbar^2D}
=\frac{v^2k^2}{2DT}
=\frac{T(T+2D)}{2DT}
=1+\frac{T}{2D}.
$$

Since $2D=E_g$,

$$
\boxed{\frac{m_{\rm par}}{m_0}-1=\frac{T}{E_g}}
$$

No term has been dropped: for the Hamiltonian given above, the relative excess is the energy above the edge divided by the gap. It is positive because the band rises more slowly than its own edge parabola. The parabola forced through the point at $k$ must therefore be flatter, and a flatter parabola means a larger mass.

The dependence on $k$ is clearest in terms of $x=vk/D$. Then $T=D(\sqrt{1+x^2}-1)$, and

$$
\frac{T}{E_g}=\frac{\sqrt{1+x^2}-1}{2}
=\frac{x^2}{2(\sqrt{1+x^2}+1)} ,
$$

where the last form follows on multiplying numerator and denominator by $\sqrt{1+x^2}+1$. Its denominator is greater than 4 for $x\neq0$, so the excess is below $x^2/4$. Expanding the square root for small $x$ gives

$$
\frac{T}{E_g}=\frac{x^2}{4}-\frac{x^4}{16}+\dots
$$

In this range, halving $k$ reduces the excess by nearly a factor of four. In the opposite limit, $x\gg1$, the band is nearly linear, $T\approx vk$, and the estimate becomes $\hbar^2k/(2v)$. It then grows in proportion to the chosen $k$ and no longer measures the edge mass.

### (c) The numbers

At $k=0.05$ Å$^{-1}$ the coupling energy is $vk=3.5\times0.05=0.175$ eV, and

$$
E=\sqrt{0.8^2+0.175^2}\ \text{eV}=0.818917\ \text{eV},
\qquad T=18.917\ \text{meV}.
$$

The parabolic estimate is

$$
\frac{m_{\rm par}}{m_e}=\frac{7.6200\times0.05^2}{2\times0.018917}=0.5035,
$$

compared with $0.4976$ at the edge. The closed formula gives the relative excess directly:

$$
\frac{T}{E_g}=\frac{0.018917}{1.6}=0.0118,
$$

or 1.18 percent of the edge mass, which is the stated 1.2 percent. The leading small-$k$ form, with $x=0.175/0.8=0.21875$, gives $x^2/4=1.196$ percent. At half the wave number the excess is 0.298 percent.

The figure belongs to a parabola through two points. A least-squares parabola $T=ck^2$, fixed at the edge and fitted to 21 equally spaced points from 0 to 0.05 Å$^{-1}$, gives an excess of 0.887 percent. The reason can be read from the fit formula,

$$
c=\frac{\sum_i T_ik_i^2}{\sum_i k_i^4}
=\frac{\sum_i (T_i/k_i^2)\,k_i^4}{\sum_i k_i^4},
$$

where the second form runs over the points with $k_i\neq0$. The fitted coefficient is a weighted mean of the ratios $T_i/k_i^2$. These ratios are larger at small $k$, so $c$ exceeds the value at the last point and the fitted mass is smaller.

### (d) Precision of the energies

Let $T_0=\hbar^2k^2/(2m_0)$ be the energy of the edge parabola. Because $m_{\rm par}/m_0=T_0/T$, the relative excess is also $(T_0-T)/T$. Setting this equal to $T/E_g$ gives

$$
T_0-T=\frac{T^2}{E_g}=\frac{(18.917\ \text{meV})^2}{1600\ \text{meV}}=0.224\ \text{meV}.
$$

The whole 1.2 percent thus rests on about a fifth of a millielectronvolt. An error of this size in the energy difference changes the mass by about as much as the finite step does. If $T$ is read too low, the two errors add; if it is read too high, they have opposite signs and can cancel.

Suppose that $T$ is read too low by a small amount $\delta$. The mass is then multiplied by $T/(T-\delta)$, a relative change of

$$
\frac{T}{T-\delta}-1=\frac{\delta}{T-\delta}\approx\frac{\delta}{T}.
$$

For $\delta=0.1$ meV this is 0.53 percent at $k=0.05$ Å$^{-1}$ and 2.14 percent at half that wave number. A smaller step lowers the finite-step excess but raises the sensitivity to energy errors, since $T$ itself falls nearly as $k^2$.

Two readings can remove the leading excess. From the expansion in part (b),

$$
\frac{m_{\rm par}(k)}{m_0}\approx1+\frac{x^2}{4}-\frac{x^4}{16},\qquad
\frac{m_{\rm par}(k/2)}{m_0}\approx1+\frac{x^2}{16}-\frac{x^4}{256}.
$$

Four times the second minus the first cancels the $x^2$ terms. After division by 3,

$$
\frac{4m_{\rm par}(k/2)-m_{\rm par}(k)}{3m_0}
\approx1+\frac13\left(\frac{x^4}{16}-\frac{x^4}{64}\right)
=1+\frac{x^4}{64}.
$$

The remaining excess is 0.0035 percent here; the leading term $x^4/64$ alone gives 0.0036 percent. The gain is usable if the energies are good enough: an error of 0.1 meV in the half-step energy difference alone enters with weight $4/3$ and changes the result by about $4/3\times2.14\approx2.9$ percent.

### (d), continued: a real channel material

The chosen gap and velocity are roughly those of monolayer MoS$_2$ near its K valleys at the level of semilocal density-functional theory. They are model inputs, not measured values. The model leaves out more distant bands, which can add terms in $k^2$ to the diagonal entries of $H$, in general different ones for the two entries. As a simple test, add the same term $\alpha k^2$ to both. With $\alpha=\pm1$ eV Å$^2$ as a rough size, the edge mass becomes 0.440 $m_e$ for the plus sign and 0.572 $m_e$ for the minus sign, shifts of $-11.6$ and $+15.0$ percent. The finite-step excess becomes 1.04 and 1.36 percent, so it changes in nearly the same proportion as the edge mass. Equal terms shift both bands by $\alpha k^2$. This added energy is itself parabolic, so it leaves $T_0-T$ at 0.224 meV and alters only the $T$ by which this is divided. Unequal terms also change the gap between the bands as $k$ grows, and then $T_0-T$ changes too and the proportion is lost. With $+1$ eV Å$^2$ on the conduction entry and $-1$ eV Å$^2$ on the valence entry, the edge mass is again 0.440 $m_e$, but $T_0-T$ is 0.281 meV and the excess rises to 1.32 percent. A term of $+3$ or $-3$ eV Å$^2$ on the valence entry alone leaves the edge mass unchanged and gives an excess of 0.72 or 1.65 percent.

The gap is a further uncertainty. A rough valence-band spin splitting of 0.15 eV gives electrons of the other spin in the same valley a gap of 1.75 eV and, at fixed $v$, a mass of 0.544 $m_e$. Many-body calculations give a larger gap than semilocal ones. With a trial value of 2.4 eV and $v$ again held fixed, the mass would be 0.746 $m_e$ and the excess 0.53 percent. This is a test of sensitivity rather than a prediction, because a many-body calculation changes $v$ as well. The answer to the second question in (d) is therefore no: 1.2 percent is the error of one numerical step within this two-band model with these inputs, while the choice of model can move the mass by ten percent or more.

The chosen wave number is relevant to a transistor channel. With two spins and two valleys, $g=4$, filling all states up to $k$ at zero temperature requires the sheet density

$$
n=\frac{g\,\pi k^2}{(2\pi)^2}=\frac{gk^2}{4\pi}=8.0\times10^{12}\ \text{cm}^{-2},
$$

if the small spin splitting of the conduction band and the different masses of the two spins are ignored. With the heavier mass found above for the other spin, common band edges and the same Fermi energy, the density is $8.3\times10^{12}$ cm$^{-2}$. A gate can induce sheet densities of this order.

At 300 K the thermal energy is $w=25.85$ meV, already larger than $T$ at this $k$. For a dilute gas the occupation falls as $e^{-T/w}$. The density of states is proportional to $k\,dk/dE$, and $E\,dE=v^2k\,dk$ makes this proportional to $E=D+T$. The mean energy above the edge is therefore

$$
\langle T\rangle=\frac{\int_0^\infty T(D+T)e^{-T/w}dT}{\int_0^\infty(D+T)e^{-T/w}dT}
=\frac{Dw^2+2w^3}{Dw+w^2}
=w\,\frac{D+2w}{D+w}=26.66\ \text{meV}.
$$

The excess is linear in $T$, so its average over the carriers is $\langle T\rangle/E_g=1.67$ percent. This holds for low density; at $8\times10^{12}$ cm$^{-2}$ and 300 K, the chemical potential lies at about the band edge, and Fermi statistics raise $\langle T\rangle$ to 31.8 meV and the averaged excess to 2.0 percent.

## Variation 1: other masses at the same wave number

**Question.** A mass can also be defined at finite $k$ as momentum divided by group velocity, or from the local curvature along the direction of $\mathbf k$. By how much do these exceed $m_0$ at $k=0.05$ Å$^{-1}$?

**Solution.** The group velocity is $E'/\hbar=v^2k/(\hbar E)$. Momentum divided by velocity is

$$
m_{\rm vel}=\frac{\hbar k}{v^2k/(\hbar E)}=\frac{\hbar^2E}{v^2},
\qquad \frac{m_{\rm vel}}{m_0}=\frac{E}{D}.
$$

The curvature found in part (a) gives

$$
m_{\rm curv}=\frac{\hbar^2}{E''}=\frac{\hbar^2E^3}{v^2D^2},
\qquad \frac{m_{\rm curv}}{m_0}=\left(\frac{E}{D}\right)^3.
$$

With $E/D=0.818917/0.8$, the excesses are 2.36 and 7.26 percent. For small $x$, $E/D\approx1+x^2/2$, so the leading excesses of the parabolic, velocity and curvature masses are $x^2/4$, $x^2/2$ and $3x^2/2$, in the ratio 1 : 2 : 6. All three masses agree at the edge. Away from it, a quoted mass needs its definition.

## Variation 2: a band with trigonal warping

**Question.** Near a K valley the coupling between the bands also has a quadratic part. Along one axis through the valley it changes $vk$ into $vk+\kappa k^2$, where $k$ now carries a sign. Take $\kappa=1$ eV Å$^2$ as a rough size. What does the parabolic estimate give at $k=+0.05$ and at $k=-0.05$ Å$^{-1}$?

**Solution.** The dispersion relation becomes

$$
E^2=D^2+(vk+\kappa k^2)^2=D^2+v^2k^2+2v\kappa k^3+\kappa^2k^4 .
$$

The new terms begin at third order in $k$, so the curvature at $k=0$, and with it $m_0$, is unchanged. At finite $k$ the squared coupling is multiplied by $(1+\kappa k/v)^2\approx1+2\kappa k/v$. To leading order $T$ is multiplied by the same factor, and the mass estimate is divided by it:

$$
\frac{m_{\rm par}}{m_0}-1\approx\frac{x^2}{4}-\frac{2\kappa k}{v}.
$$

The second term is $2\times1\times0.05/3.5=2.9$ percent in size, more than twice the first. Without the small-$k$ approximation, the excess is $-1.62$ percent at $+k$ and $+4.10$ percent at $-k$. A reading on one side can therefore underestimate the edge mass, although the unwarped band gives an overestimate.

The cubic term changes sign with $k$. Averaging the energies at $+k$ and $-k$ before forming the mass cancels it at leading order, and the excess returns to 1.16 percent. The small difference from 1.18 percent comes mainly from the term $\kappa^2k^4$, which has the same sign on both sides and raises the mean energy by a fraction of about $(\kappa k/v)^2=0.02$ percent.

The full set of values is listed in the numerical output below.

## Numbers as computed

```
gap: 1.6 eV
velocity parameter v: 3.5 eV angstrom
wave number k: 0.05 1/angstrom
half gap D: 0.8 eV
hbar^2/m_e: 7.6200 eV angstrom^2
v k: 0.175 eV
x = v k/D: 0.21875
E(k) from mid-gap: 0.818917 eV
T = E(k)-D: 18.917 meV
edge mass: 0.4976 m_e
parabolic mass at k: 0.5035 m_e
excess of parabolic mass: 1.182 percent
leading form x^2/4: 1.196 percent
excess at k/2: 0.298 percent
velocity-mass excess: 2.36 percent
curvature-mass excess: 7.26 percent
21-point fit excess: 0.887 percent
edge parabola minus band at k: 0.224 meV
trial energy error (T too low): 0.1 meV
mass change from it at k: 0.53 percent
mass change from it at k/2: 2.14 percent
two-reading mass excess: 0.0035 percent
rough diagonal term: +/-1.0 eV angstrom^2
edge mass, plus term: 0.440 m_e
edge mass, minus term: 0.572 m_e
edge-mass shift, plus term: -11.6 percent
edge-mass shift, minus term: 15.0 percent
excess, plus term: 1.04 percent
excess, minus term: 1.36 percent
rough warping term: 1.0 eV angstrom^2
excess with warping at +k: -1.62 percent
excess with warping at -k: 4.10 percent
excess, +k and -k averaged: 1.16 percent
rough valence spin splitting: 0.15 eV
gap for other spin: 1.75 eV
edge mass for other spin: 0.544 m_e
excess for other spin: 0.99 percent
larger trial gap, same v: 2.4 eV
edge mass at larger gap: 0.746 m_e
excess at larger gap: 0.53 percent
temperature: 300 K
thermal energy kT: 25.85 meV
mean T of dilute gas: 26.66 meV
thermally averaged excess: 1.67 percent
spin-valley degeneracy: 4
density filling band to k: 7.96e+12 cm^-2
```
